# Space-charge-limited current with free flight, drift and friction: a numerical check

```python
"""Space-charge-limited current in a planar gap, cold classical electrons.

Results under test (atomic units, eps = kappa/(4 pi), electron charge 1):
  free flight (Child-Langmuir): J = (4 sqrt2/9) eps V^1.5 / (sqrt(m) L^2)
  local drift (Mott-Gurney):    J = (9/8) eps mu V^2 / L^3
  constant friction time tau, mu = tau/m: one formula joining both laws.
V: anode potential, L: gap, m: mass, J: current density magnitude,
F: accelerating force, s: transit time divided by tau.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def child_langmuir(V, L, m, kappa):
    return 4*np.sqrt(2)/9*kappa/(4*np.pi)*V**1.5/(np.sqrt(m)*L**2)


def mott_gurney(V, L, mu, kappa):
    return 9/8*kappa/(4*np.pi)*mu*V**2/L**3


def f_length(s):
    return s**2/2 - s + 1 - np.exp(-s)


def g_voltage(s):
    return s**3/3 - s**2/2 + 1 - (1 + s)*np.exp(-s)


def friction_current(V, L, m, kappa, tau):
    """Return J, s and anode speed from the closed trajectory formula."""
    target = np.log(V*tau**2/(m*L**2))

    def mismatch(log_s):
        s = np.exp(log_s)
        return np.log(g_voltage(s)/f_length(s)**2) - target
    s = np.exp(brentq(mismatch, np.log(1e-2), np.log(1e6), xtol=1e-13))
    acc_rate = L/(tau**3*f_length(s))
    speed = acc_rate*tau**2*(s - 1 + np.exp(-s))
    return kappa/(4*np.pi)*m*acc_rate, s, speed


# Independent road 1: differential equations in space, J found by shooting.
def inertial_flow(J, V, L, m, eps, inv_tau=0.0, F0=0.0, x_end=None):
    """Poisson and momentum equations; returns phi, F, v, time at x_end."""
    def rhs(x, y):
        phi, F, v, t = y
        return [F, J/(eps*v), (F/m - v*inv_tau)/v, 1/v]
    start = [0.0, F0, 1e-5*np.sqrt(V/m), 0.0]
    sol = solve_ivp(rhs, (0, x_end or L), start, method="DOP853",
                    rtol=1e-8, atol=1e-11)
    assert sol.success
    return sol.y[:, -1]


def drift_flow(J, V, L, mu, eps, F0=0.0, x_end=None):
    """Poisson equation with v = mu F; returns phi, F, time at x_end."""
    def rhs(x, y):
        phi, F, t = y
        return [F, J/(eps*mu*F), 1/(mu*F)]
    start = [0.0, max(F0, 1e-5*V/L), 0.0]
    sol = solve_ivp(rhs, (0, x_end or L), start, method="DOP853",
                    rtol=1e-8, atol=1e-11)
    assert sol.success
    return sol.y[:, -1]


def shoot(flow, V, scale):
    """Current for which the potential at the anode equals V."""
    root = brentq(lambda q: np.log(flow(np.exp(q))[0]/V),
                  np.log(0.01*scale), np.log(3*scale), xtol=1e-8)
    return np.exp(root)


def shoot_inertial(V, L, m, eps, inv_tau=0.0, F0=0.0):
    return shoot(lambda J: inertial_flow(J, V, L, m, eps, inv_tau, F0),
                 V, eps*V**1.5/(np.sqrt(m)*L**2))


def shoot_drift(V, L, mu, eps, F0=0.0):
    return shoot(lambda J: drift_flow(J, V, L, mu, eps, F0),
                 V, eps*mu*V**2/L**3)


# Independent road 2: moving charge sheets, emission fixed by cathode field.
def sheet_simulation(inv_tau, total_time, dt=0.002, q=0.005):
    """Mean current for V = L = m = eps = 1, starting from an empty gap."""
    x = np.zeros(20000)
    v = np.zeros(20000)
    first, last, crossed = 0, 0, 0
    steps = int(total_time/dt)
    for step in range(steps):
        cathode_field = 1 - q*np.sum(1 - x[first:last])
        while cathode_field >= q/2:
            last += 1
            cathode_field -= q
        behind = np.arange(last - first - 1, -1, -1)
        force = cathode_field + q*(behind + 0.5)
        v[first:last] += dt*(force - inv_tau*v[first:last])
        x[first:last] += dt*v[first:last]
        while first < last and x[first] >= 1:
            first += 1
            if step >= steps//2:
                crossed += 1
    return crossed*q/((steps - steps//2)*dt)


# Both laws, at several voltages and gaps
m, kappa = 0.7, 3.0
eps, mu = kappa/(4*np.pi), 0.4
law_error = 0.0
for V, L in [(2.0, 5.0), (4.0, 5.0), (2.0, 10.0)]:
    free = shoot_inertial(V, L, m, eps)
    drift = shoot_drift(V, L, mu, eps)
    law_error = max(law_error, abs(free/child_langmuir(V, L, m, kappa) - 1),
                    abs(drift/mott_gurney(V, L, mu, kappa) - 1))
# tolerance: the starting speed is 1e-5 of the speed scale, not zero
assert law_error < 2e-4

# Profiles, anode fields and transit times
V, L = 2.0, 5.0
J_free, J_drift = shoot_inertial(V, L, m, eps), shoot_drift(V, L, mu, eps)
phi, F, v, t = inertial_flow(J_free, V, L, m, eps)
assert abs(F*L/V/(4/3) - 1) < 3e-4
assert abs(t/(3*L/np.sqrt(2*V/m)) - 1) < 3e-4
phi_mid = inertial_flow(J_free, V, L, m, eps, x_end=L/2)[0]
assert abs(phi_mid/V/2**(-4/3) - 1) < 3e-4
phi, F, t = drift_flow(J_drift, V, L, mu, eps)
assert abs(F*L/V/1.5 - 1) < 3e-4
assert abs(t/(4*L**2/(3*mu*V)) - 1) < 3e-4
phi_mid = drift_flow(J_drift, V, L, mu, eps, x_end=L/2)[0]
assert abs(phi_mid/V/2**(-1.5) - 1) < 3e-4

# A remaining extracting field at the cathode lowers the current
free_series = [J_free] + [shoot_inertial(V, L, m, eps, F0=r*V/L)
                          for r in (0.3, 0.6)]
drift_series = [J_drift] + [shoot_drift(V, L, mu, eps, F0=r*V/L)
                            for r in (0.3, 0.6)]
assert np.all(np.diff(free_series) < 0) and np.all(np.diff(drift_series) < 0)

# Friction formula, anode speed, transit time and the two upper bounds
friction_error = 0.0
for tau in (0.3, 1.5, 10.0):
    J_num = shoot_inertial(V, L, m, eps, inv_tau=1/tau)
    phi, F, v, t = inertial_flow(J_num, V, L, m, eps, inv_tau=1/tau)
    J_formula, s, speed = friction_current(V, L, m, kappa, tau)
    friction_error = max(friction_error, abs(J_num/J_formula - 1),
                         abs(v/speed - 1), abs(t/(s*tau) - 1))
    assert J_num < J_free
    assert J_num < shoot_drift(V, L, tau/m, eps)
assert friction_error < 3e-4

# Uniqueness of s, and first corrections to the two limits
s_grid = np.geomspace(0.05, 1e4, 2000)
assert np.all(np.diff(g_voltage(s_grid)/f_length(s_grid)**2) < 0)
s = 0.02
ratio = 9*f_length(s)**2/(4*np.sqrt(2)*g_voltage(s)**1.5)
assert abs((1 - ratio)/s/0.1 - 1) < 0.02
s = 1e4
ratio = 8*f_length(s)**3/(9*g_voltage(s)**2)
assert abs((1 - ratio)*s/3 - 1) < 0.01

# Crossing of the two laws, checked with shooting currents
crossing = 32*np.sqrt(2)/81
tau = 1.5
L_cross = tau*np.sqrt(V/m)/crossing
assert abs(shoot_inertial(V, L_cross, m, eps)
           / shoot_drift(V, L_cross, tau/m, eps) - 1) < 3e-4

# Ample emission selects the stated current (finite sheets and time steps)
sheet_free = sheet_simulation(0.0, 30.0)/child_langmuir(1, 1, 1, 4*np.pi)
sheet_fric = (sheet_simulation(2.0, 40.0)
              / friction_current(1, 1, 1, 4*np.pi, 0.5)[0])
assert abs(sheet_free - 1) < 0.01 and abs(sheet_fric - 1) < 0.01

# Worked example: inputs in V, angstrom and fs, algebra in atomic units
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]*1e10
fs_au = const.physical_constants["atomic unit of time"][0]*1e15
to_flux = 1/(bohr**2*fs_au*1e-15)          # to e/(angstrom^2 s)
to_acm2 = const.e*1e16                    # from e/(angstrom^2 s) to A/cm^2
volts, gap, tau_fs, kappa_med = 1.0, 1e5, 1000.0, 10.0
V, L, tau = volts/hartree, gap/bohr, tau_fs/fs_au
J_vac = child_langmuir(V, L, 1, 1)*to_flux
J_med = mott_gurney(V, L, tau, kappa_med)*to_flux
J_si = (4/9*const.epsilon_0*np.sqrt(2*const.e/const.m_e)
        * volts**1.5/(gap*1e-10)**2)
assert abs(J_vac*to_acm2*1e4/J_si - 1) < 1e-6
v_exit = np.sqrt(2*V)
T_vac, T_med = 3*L/v_exit*fs_au, 4*L**2/(3*tau*V)*fs_au
Q_vac = 4/3*V/L/(4*np.pi)/bohr**2
Q_med = 3/2*kappa_med*V/L/(4*np.pi)/bohr**2
assert abs(Q_vac/(T_vac*1e-15)/J_vac - 1) < 1e-9
assert abs(Q_med/(T_med*1e-15)/J_med - 1) < 1e-9

print("TESTS")
print(f"largest relative error, two laws: {law_error:.1e}")
print(f"largest relative error, friction: {friction_error:.1e}")
print(f"sheet current / formula, free flight: {sheet_free:.4f}")
print(f"sheet current / formula, friction: {sheet_fric:.4f}")
print("free-flight J / limit, cathode field 0.3, 0.6 V/L: "
      f"{free_series[1]/J_free:.3f}, {free_series[2]/J_free:.3f}")
print("drift J / limit, cathode field 0.3, 0.6 V/L: "
      f"{drift_series[1]/J_drift:.3f}, {drift_series[2]/J_drift:.3f}")
print("INPUTS")
print(f"anode potential: {volts:.1f} V;  gap: {gap:.0f} angstrom")
print(f"medium: kappa = {kappa_med:.0f}, m = 1, tau = {tau_fs:.0f} fs")
print(f"1 hartree = {hartree:.5f} eV;  1 bohr = {bohr:.6f} angstrom")
print(f"atomic unit of time = {fs_au:.7f} fs")
print(f"V = {V:.6f} a.u.;  L = {L:.1f} a.u.;  tau = {tau:.1f} a.u.")
print(f"thermal energy at 300 K: {const.k*300/const.e:.4f} eV")
print("VACUUM DIODE, FREE FLIGHT")
print(f"anode speed: {v_exit*bohr/fs_au:.4f} angstrom/fs")
print(f"transit time: {T_vac:.4e} fs")
print(f"stored charge: {Q_vac:.4e} e/angstrom^2")
print(f"J: {J_vac:.4e} e/(angstrom^2 s) = {J_vac*to_acm2:.4f} A/cm^2")
print("MEDIUM, DRIFT LAW")
print(f"mobility: {tau*bohr**2/fs_au/hartree:.4e} angstrom^2/(V fs)")
print(f"transit time: {T_med:.4e} fs")
print(f"stored charge: {Q_med:.4e} e/angstrom^2")
print(f"J: {J_med:.4e} e/(angstrom^2 s) = {J_med*to_acm2:.4f} A/cm^2")
print(f"J medium / J vacuum: {J_med/J_vac:.4f}")
print("DOUBLING V OR L (factor on J)")
print("free flight: "
      f"{child_langmuir(2*V, L, 1, 1)*to_flux/J_vac:.4f}, "
      f"{child_langmuir(V, 2*L, 1, 1)*to_flux/J_vac:.4f}")
print("drift: "
      f"{mott_gurney(2*V, L, tau, kappa_med)*to_flux/J_med:.4f}, "
      f"{mott_gurney(V, 2*L, tau, kappa_med)*to_flux/J_med:.4f}")
print("CROSSOVER IN THE MEDIUM")
L_cross = tau*np.sqrt(V)/crossing
J_cross, s_cross, _ = friction_current(V, L_cross, 1, kappa_med, tau)
print(f"tau sqrt(V/m)/L at crossing: {crossing:.4f}")
print(f"crossing gap: {L_cross*bohr:.1f} angstrom")
print(f"there: T/tau = {s_cross:.3f}, J / either law = "
      f"{J_cross/child_langmuir(V, L_cross, 1, kappa_med):.4f}")
for gap_i in (1e3, 1e4, 1e5):
    L_i = gap_i/bohr
    J_i, s_i, speed_i = friction_current(V, L_i, 1, kappa_med, tau)
    J_up = friction_current(1.01*V, L_i, 1, kappa_med, tau)[0]
    J_down = friction_current(V/1.01, L_i, 1, kappa_med, tau)[0]
    slope = np.log(J_up/J_down)/(2*np.log(1.01))
    J_cl = child_langmuir(V, L_i, 1, kappa_med)
    J_mg = mott_gurney(V, L_i, tau, kappa_med)
    print(f"gap {gap_i:.0f} angstrom: T/tau = {s_i:.4g}")
    print(f"  J = {J_i*to_flux:.4e} e/(angstrom^2 s)")
    print(f"  J/J_CL = {J_i/J_cl:.4f}, J/J_MG = {J_i/J_mg:.4f}")
    print(f"  voltage exponent = {slope:.4f}, "
          f"anode kinetic energy = {speed_i**2/2*hartree:.4g} eV")
print("PASS")
```

Output:

```
TESTS
largest relative error, two laws: 2.1e-05
largest relative error, friction: 1.9e-05
sheet current / formula, free flight: 0.9997
sheet current / formula, friction: 1.0004
free-flight J / limit, cathode field 0.3, 0.6 V/L: 0.879, 0.584
drift J / limit, cathode field 0.3, 0.6 V/L: 0.893, 0.605
INPUTS
anode potential: 1.0 V;  gap: 100000 angstrom
medium: kappa = 10, m = 1, tau = 1000 fs
1 hartree = 27.21139 eV;  1 bohr = 0.529177 angstrom
atomic unit of time = 0.0241888 fs
V = 0.036749 a.u.;  L = 188972.6 a.u.;  tau = 41341.4 a.u.
thermal energy at 300 K: 0.0259 eV
VACUUM DIODE, FREE FLIGHT
anode speed: 5.9310 angstrom/fs
transit time: 5.0582e+04 fs
stored charge: 7.3685e-08 e/angstrom^2
J: 1.4567e+03 e/(angstrom^2 s) = 2.3340 A/cm^2
MEDIUM, DRIFT LAW
mobility: 1.7588e+04 angstrom^2/(V fs)
transit time: 7.5808e+05 fs
stored charge: 8.2895e-07 e/angstrom^2
J: 1.0935e+03 e/(angstrom^2 s) = 1.7520 A/cm^2
J medium / J vacuum: 0.7506
DOUBLING V OR L (factor on J)
free flight: 2.8284, 0.2500
drift: 4.0000, 0.1250
CROSSOVER IN THE MEDIUM
tau sqrt(V/m)/L at crossing: 0.5587
crossing gap: 7506.4 angstrom
there: T/tau = 6.190, J / either law = 0.6532
gap 1000 angstrom: T/tau = 0.5372
  J = 1.3834e+08 e/(angstrom^2 s)
  J/J_CL = 0.9497, J/J_MG = 0.1265
  voltage exponent = 1.5263, anode kinetic energy = 0.8148 eV
gap 10000 angstrom: T/tau = 9.687
  J = 8.2185e+05 e/(angstrom^2 s)
  J/J_CL = 0.5642, J/J_MG = 0.7516
  voltage exponent = 1.7876, anode kinetic energy = 0.1468 eV
gap 100000 angstrom: T/tau = 760.6
  J = 1.0892e+03 e/(angstrom^2 s)
  J/J_CL = 0.0748, J/J_MG = 0.9961
  voltage exponent = 1.9961, anode kinetic energy = 0.001971 eV
PASS
```
